# Cylinder into Spheres: Area Comparison and Ripple Stability: test program

```python
"""
Result under test, for a long cylinder of radius R at constant volume:
  (a) segments of length L have more lateral area than equal-volume spheres
      exactly when L > 4.5 R;
  (b) small axisymmetric ripples lower the area, and grow by surface diffusion,
      exactly when their wavelength exceeds 2 pi R.
Between these lengths the spheres are lower but the cylinder resists ripples.
Geometry is computed with R = 1. Surface energy is isotropic unless stated.
k = 2 pi / wavelength, m = number of waves around the circumference.
"""
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import e as charge, k as boltzmann

pi = np.pi
nodes, weights = np.polynomial.legendre.leggauss(240)
u = (nodes + 1) / 2
w = weights / 2


def revolve(r, dr, dz):
    """Area and volume of a surface of revolution given on the nodes u."""
    area = 2 * pi * np.sum(w * r * np.sqrt(dr**2 + dz**2))
    volume = pi * np.sum(w * r**2 * dz)
    return area, volume


# Equal-volume spheres, with area and volume from quadrature
ball_r, ball_dr = np.sin(pi * u), pi * np.cos(pi * u)
ball_dz = pi * np.sin(pi * u)
ball_area, ball_volume = revolve(ball_r, ball_dr, ball_dz)


def sphere_radius(length):
    return (pi * length / ball_volume) ** (1 / 3)


def sphere_area(length):
    return ball_area * sphere_radius(length) ** 2


sphere_threshold = brentq(lambda x: sphere_area(x) - 2 * pi * x, 3, 6)
assert abs(sphere_threshold - 4.5) < 1e-9
assert abs(sphere_radius(sphere_threshold) - 1.5) < 1e-9
assert 2 * sphere_radius(sphere_threshold) < sphere_threshold
for x in np.linspace(0.2, 20, 100):
    assert (sphere_area(x) < 2 * pi * x) == (x > 4.5)

# A detached cylinder with both end discs always has more area than its sphere
capped = minimize_scalar(lambda x: -sphere_area(x) / (2 * pi * x + 2 * pi),
                         bounds=(0.1, 30), method="bounded")
capped_ratio = -capped.fun
assert capped_ratio < 1

# Small ripples: full surface area at exactly fixed volume
z_frac = np.arange(64)[:, None] / 64
theta = 2 * pi * np.arange(32)[None, :] / 32


def ripple_change(wavelength, modes):
    """Exact area change and its second-order prediction.
    modes: list of (amplitude, waves per period, waves around)."""
    shape = np.zeros((64, 32))
    shape_z, shape_t = shape.copy(), shape.copy()
    predicted = 0.0
    for amp, n, m in modes:
        k = 2 * pi * n / wavelength
        phase = 2 * pi * n * z_frac
        part = amp * np.cos(phase) * np.cos(m * theta)
        shape += part
        shape_z += -amp * k * np.sin(phase) * np.cos(m * theta)
        shape_t += -amp * m * np.cos(phase) * np.sin(m * theta)
        predicted += pi * wavelength * np.mean(part**2) * (k*k + m*m - 1)
    r = np.sqrt(1 - np.mean(shape**2)) + shape
    density = np.sqrt(r**2 * (1 + shape_z**2) + shape_t**2)
    return 2 * pi * wavelength * (np.mean(density) - 1), predicted


small = 1e-3
for wavelength in (5.0, 7.0):
    for n, m in ((1, 0), (2, 0), (1, 1), (1, 2), (0, 2), (2, 3)):
        found, predicted = ripple_change(wavelength, [(small, n, m)])
        assert abs(found / predicted - 1) < 1e-3
mixture = [(small, 1, 0), (0.7*small, 2, 0), (0.5*small, 1, 1),
           (0.4*small, 0, 2)]
found, predicted = ripple_change(5.0, mixture)
assert abs(found / predicted - 1) < 0.01  # cubic terms are of order small
area_threshold = brentq(lambda x: ripple_change(x, [(small, 1, 0)])[0], 5, 8)
assert abs(area_threshold - 2 * pi) < 1e-4


# Growth rate from the full nonlinear surface-diffusion law, in units B/R^4
def growth_rate(wavelength, amp=1e-4, count=32):
    wave = 2 * pi * np.fft.fftfreq(count, 1 / count) / wavelength
    wave[count // 2] = 0

    def derivative(f):
        return np.fft.ifft(1j * wave * np.fft.fft(f)).real

    cosine = np.cos(2 * pi * np.arange(count) / count)
    r = np.sqrt(1 - amp**2 / 2) + amp * cosine
    slope = derivative(r)
    stretch = np.sqrt(1 + slope**2)
    curvature = 1 / (r * stretch) - derivative(slope) / stretch**3
    speed = derivative(r / stretch * derivative(curvature)) / r
    return 2 * np.mean(speed * cosine) / amp


for wavelength in (4.0, 5.0, 7.0, 9.0, 14.0):
    k = 2 * pi / wavelength
    assert abs(growth_rate(wavelength) - k**2 * (1 - k**2)) < 1e-5
growth_threshold = brentq(growth_rate, 5, 8)
assert abs(growth_threshold - 2 * pi) < 1e-4
fastest = minimize_scalar(lambda x: -growth_rate(x), bounds=(7, 12),
                          method="bounded").x
assert abs(fastest - 2 * np.sqrt(2) * pi) < 0.02


# Explicit path: sinusoids to pinch-off, then rounding of the bead
def sinusoid_leg(length):
    areas = []
    k = 2 * pi / length
    fractions = np.linspace(0, 1, 201)
    for q in fractions:
        mean = 1 / np.sqrt(1 + q**2 / 2)
        r = mean * (1 - q * np.cos(2 * pi * u))
        dr = mean * q * k * length * np.sin(2 * pi * u)
        area, volume = revolve(r, dr, length * np.ones_like(u))
        assert abs(volume - pi * length) < 1e-9
        areas.append(area)
    return fractions, np.array(areas)


def rounding_leg(length):
    mean = 1 / np.sqrt(1.5)
    radius = sphere_radius(length)
    bead_r = mean * (1 - np.cos(2 * pi * u))
    bead_dr = mean * 2 * pi * np.sin(2 * pi * u)
    areas = []
    for t in np.linspace(0, 1, 201):
        r = (1 - t) * bead_r + t * radius * ball_r
        dr = (1 - t) * bead_dr + t * radius * ball_dr
        dz = (1 - t) * length + t * radius * ball_dz
        area, volume = revolve(r, dr, dz)
        scale = (pi * length / volume) ** (1 / 3)
        assert scale * np.sum(w * dz) <= length + 1e-9  # beads do not overlap
        areas.append(area * scale**2)
    return np.array(areas)


fractions, first_leg = sinusoid_leg(5.0)
second_leg = rounding_leg(5.0)
cylinder_area = 2 * pi * 5.0
path_top = max(first_leg.max(), second_leg.max())
assert abs(first_leg[-1] - second_leg[0]) < 1e-8
assert path_top > cylinder_area > second_leg[-1]
assert abs(second_leg[-1] - sphere_area(5.0)) < 1e-8
assert np.all(np.diff(sinusoid_leg(7.0)[1]) < 0)


# Anisotropy model: energy = 1 + alpha cos(4 tilt), tilt measured from the axis
def anisotropic_thresholds(alpha):
    def ripple_energy(wavelength):
        k = 2 * pi / wavelength
        phase = 2 * pi * np.arange(128) / 128
        r = np.sqrt(1 - small**2 / 2) + small * np.cos(phase)
        slope = -small * k * np.sin(phase)
        energy = 1 + alpha * np.cos(4 * np.arctan(slope))
        return np.mean(r * np.sqrt(1 + slope**2) * energy) - (1 + alpha)

    tilt = np.arctan2(ball_dr, ball_dz)
    ball_energy = 2 * pi * np.sum(
        w * ball_r * np.hypot(ball_dr, ball_dz)
        * (1 + alpha * np.cos(4 * tilt)))

    def sphere_excess(length):
        return (ball_energy * sphere_radius(length)**2
                - 2 * pi * length * (1 + alpha))

    return brentq(sphere_excess, 3, 6), brentq(ripple_energy, 4, 9)


aniso = {}
for alpha in (0.015, -0.015):
    aniso[alpha] = anisotropic_thresholds(alpha)
    ratio = (1 - alpha / 15) / (1 + alpha)
    stiffness = 1 - 16 * alpha / (1 + alpha)
    assert abs(aniso[alpha][0] - 4.5 * ratio**3) < 1e-7
    assert abs(aniso[alpha][1] - 2 * pi * np.sqrt(stiffness)) < 1e-3
    assert aniso[alpha][0] < 5.0 < aniso[alpha][1]

# Worked example: rough typical values for an exposed copper nanowire
R_nm = 10.0
gamma_SI = 1.7
temperature = 673.0
gamma = gamma_SI * 1e-18 / charge       # eV/nm^2
thermal = boltzmann * temperature / charge
unit = gamma * R_nm**2                # energy of area R^2, eV
ripple_nm = 0.5

# Other neglected effects, with rough inputs
boundary_ratio = 0.35                  # grain-boundary / surface energy
boundary_threshold = brentq(
    lambda x: sphere_area(x) - 2 * pi * x - pi * boundary_ratio, 3, 4.5)
wire_nm = 1000.0
end_threshold = brentq(
    lambda x: sphere_area(x) - 2 * pi * x * (1 + R_nm / wire_nm), 3, 6)
delta_nm = 0.1                         # length in gamma(1 - delta*curvature)
delta = delta_nm / R_nm
curved_threshold = brentq(
    lambda x: sphere_area(x) * (1 - 2 * delta / sphere_radius(x))
    - 2 * pi * x * (1 - delta), 3, 6)
stress, modulus = 200e6, 120e9
elastic_ratio = stress**2 / (2*modulus) * R_nm*1e-9 / (2*gamma_SI)
mode_cost = ripple_change(5.0, [(small, 1, 0)])[0] / small**2
thermal_nm = np.sqrt(thermal / (2 * gamma * mode_cost))
assert thermal_nm < 0.01 * R_nm

print("GENERAL RESULTS")
print(f"Sphere threshold L/R: {sphere_threshold:.4f}")
print(f"Sphere radius there r/R: {sphere_radius(sphere_threshold):.4f}")
print(f"Area threshold wavelength/R: {area_threshold:.4f}")
print(f"Growth threshold wavelength/R: {growth_threshold:.4f}")
print(f"Fastest wavelength/R: {fastest:.3f}")
print(f"Largest sphere/capped-cylinder area: {capped_ratio:.4f}")
print(f"  reached at L/R: {capped.x:.3f}")
print("COPPER WIRE (rough inputs)")
print(f"Radius: {R_nm:.1f} nm")
print(f"Surface energy: {gamma_SI:.2f} J/m^2 = {gamma:.3f} eV/nm^2")
print(f"Temperature: {temperature:.0f} K; kT: {thermal:.4f} eV")
print(f"Sphere threshold: {sphere_threshold * R_nm:.1f} nm")
print(f"Ripple threshold: {growth_threshold * R_nm:.1f} nm")
print(f"Fastest wavelength: {fastest * R_nm:.1f} nm")
print(f"Test ripple amplitude: {ripple_nm:.1f} nm")
for L_nm in (40.0, 50.0, 70.0):
    x = L_nm / R_nm
    to_sphere = unit * (sphere_area(x) - 2 * pi * x)
    ripple = unit * ripple_change(x, [(ripple_nm / R_nm, 1, 0)])[0]
    print(f"L = {L_nm:.0f} nm: sphere radius {sphere_radius(x)*R_nm:.2f} nm")
    print(f"  cylinder energy: {unit * 2 * pi * x:.1f} eV")
    print(f"  change to sphere: {to_sphere:+.1f} eV")
    print(f"  change by test ripple: {ripple:+.3f} eV")
print("EXPLICIT PATH AT L = 50 nm (relative to cylinder)")
print(f"Top of sinusoidal part: {unit*(first_leg.max()-cylinder_area):+.1f} eV")
print(f"  at amplitude/mean radius: {fractions[first_leg.argmax()]:.3f}")
print(f"At pinch-off: {unit*(first_leg[-1]-cylinder_area):+.1f} eV")
print(f"Top of rounding part: {unit*(second_leg.max()-cylinder_area):+.1f} eV")
print(f"Top of whole path: {unit*(path_top-cylinder_area):+.1f} eV")
print(f"Thermal rms ripple amplitude: {thermal_nm:.4f} nm")
print("NEGLECTED EFFECTS (rough inputs)")
for alpha, (sphere_x, ripple_x) in aniso.items():
    print(f"Anisotropy alpha = {alpha:+.3f}:")
    print(f"  sphere threshold {sphere_x * R_nm:.1f} nm")
    print(f"  ripple threshold {ripple_x * R_nm:.1f} nm")
print(f"Grain-boundary/surface energy: {boundary_ratio:.2f}")
print(f"  sphere threshold {boundary_threshold * R_nm:.1f} nm")
print(f"End discs, wire length {wire_nm:.0f} nm:")
print(f"  sphere threshold {end_threshold * R_nm:.1f} nm")
print(f"Curvature length {delta_nm:.1f} nm:")
print(f"  sphere threshold {curved_threshold * R_nm:.1f} nm")
print(f"Stress {stress/1e6:.0f} MPa, modulus {modulus/1e9:.0f} GPa:")
print(f"  elastic/surface energy {elastic_ratio:.1e}")
print("PASS")
```

Output:

```
GENERAL RESULTS
Sphere threshold L/R: 4.5000
Sphere radius there r/R: 1.5000
Area threshold wavelength/R: 6.2832
Growth threshold wavelength/R: 6.2832
Fastest wavelength/R: 8.886
Largest sphere/capped-cylinder area: 0.8736
  reached at L/R: 2.000
COPPER WIRE (rough inputs)
Radius: 10.0 nm
Surface energy: 1.70 J/m^2 = 10.611 eV/nm^2
Temperature: 673 K; kT: 0.0580 eV
Sphere threshold: 45.0 nm
Ripple threshold: 62.8 nm
Fastest wavelength: 88.9 nm
Test ripple amplitude: 0.5 nm
L = 40 nm: sphere radius 14.42 nm
  cylinder energy: 26667.3 eV
  change to sphere: +1067.8 eV
  change by test ripple: +24.379 eV
L = 50 nm: sphere radius 15.54 nm
  cylinder energy: 33334.1 eV
  change to sphere: -1150.4 eV
  change by test ripple: +12.014 eV
L = 70 nm: sphere radius 17.38 nm
  cylinder energy: 46667.7 eV
  change to sphere: -6390.9 eV
  change by test ripple: -5.700 eV
EXPLICIT PATH AT L = 50 nm (relative to cylinder)
Top of sinusoidal part: +772.7 eV
  at amplitude/mean radius: 0.630
At pinch-off: +34.5 eV
Top of rounding part: +34.5 eV
Top of whole path: +772.7 eV
Thermal rms ripple amplitude: 0.0245 nm
NEGLECTED EFFECTS (rough inputs)
Anisotropy alpha = +0.015:
  sphere threshold 42.9 nm
  ripple threshold 54.9 nm
Anisotropy alpha = -0.015:
  sphere threshold 47.2 nm
  ripple threshold 70.1 nm
Grain-boundary/surface energy: 0.35
  sphere threshold 39.5 nm
End discs, wire length 1000 nm:
  sphere threshold 43.7 nm
Curvature length 0.1 nm:
  sphere threshold 44.5 nm
Stress 200 MPa, modulus 120 GPa:
  elastic/surface energy 4.9e-04
PASS
```
